# Fixing the Shape Parameter of the Amar–Family Island-Size Distribution: verification in Python

```python
"""
Result under test: the normalized island-size scaling function
    f(u) = C u^i exp(-i a u^(1/a)),  u = s/S > 0,
has unit mean exactly when Gamma[(i+2)a]/Gamma[(i+1)a] = (i a)^a,
and for each i > 0 there is one such a.
Symbols: i critical size, a shape parameter, s island size in atoms,
S number-averaged island size, theta coverage held in islands.
Moments are computed by direct quadrature and compared with gamma functions.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma, gammaln, gammainc, digamma, polygamma


def quadrature_moment(i, a, n):
    """Integral of u^(i+n) exp(-i a (u^(1/a) - 1)), trapezoid in y = ln u."""
    low = -(45.0 + i * a) / (i + 1)
    high = a * np.log(800.0 / (i * a))
    y = np.linspace(low, high, 40001)
    values = np.exp(i * y - i * a * np.expm1(y / a) + (n + 1) * y)
    return (values.sum() - 0.5 * (values[0] + values[-1])) * (y[1] - y[0])


def quadrature_mean(i, a):
    return quadrature_moment(i, a, 1) / quadrature_moment(i, a, 0)


def log_condition(a, i):
    """Logarithm of left side over right side of the gamma condition."""
    return gammaln((i + 2) * a) - gammaln((i + 1) * a) - a * np.log(i * a)


def solve_shape(i):
    return brentq(log_condition, 1e-3, 1.0, args=(i,), xtol=1e-14)


def prefactor(i, a):
    return (i * a) ** ((i + 1) * a) / (a * gamma((i + 1) * a))


def density(u, i, a):
    return prefactor(i, a) * u**i * np.exp(-i * a * u ** (1 / a))


# Moment formula and location of the mode, away from the special a.
for i in (1, 2, 3):
    for a in (0.15, 0.6, 1.5):
        for n in (0, 1, 2):
            direct = quadrature_moment(i, a, n) * np.exp(-i * a)
            p = (i + n + 1) * a
            formula = a * (i * a) ** (-p) * gamma(p)
            assert abs(direct / formula - 1) < 1e-9
        peak = minimize_scalar(lambda u: -density(u, i, a),
                               bounds=(0.3, 2.0), method="bounded",
                               options={"xatol": 1e-9})
        assert abs(peak.x - 1) < 1e-5

# Root of the directly integrated mean against root of the gamma condition.
shapes = {}
for i in (1, 2, 3):
    shapes[i] = solve_shape(i)
    direct_root = brentq(lambda a: quadrature_mean(i, a) - 1, 0.05, 0.9,
                         xtol=1e-13)
    assert abs(direct_root - shapes[i]) < 1e-9

# Uniqueness: small-a limit, slope bound, and upper bound on the root.
bounds = {}
for i in (1, 2, 3):
    assert abs(quadrature_mean(i, 0.001) - (i + 1) / (i + 2)) < 0.01
    a_grid = np.linspace(0.02, 3.0, 60)
    log_means = np.log([quadrature_mean(i, a) for a in a_grid])
    slopes = np.diff(log_means) / np.diff(a_grid)
    assert slopes.min() > np.log((i + 1) / i)
    bounds[i] = np.log((i + 2) / (i + 1)) / np.log((i + 1) / i)
    assert shapes[i] < bounds[i]


def positive_kernel(t):
    if t < 0.01:
        return t * (1 / 12 - t**2 / 240)
    return t * (1 / t**2 - 1 / (4 * np.sinh(t / 2) ** 2))


# Integral representation behind the slope bound.
for x in (0.3, 1.0, 4.0):
    left = digamma(x) + x * polygamma(1, x) - np.log(x) - 1
    right = quad(lambda t: positive_kernel(t) * np.exp(-x * t),
                 0, 60 / x, limit=200)[0]
    assert left > 0 and abs(left - right) < 1e-7

# Large-i law, with roots taken from direct quadrature of the mean.
large_roots = {}
for i in (50, 200):
    root = brentq(lambda a: np.log(quadrature_mean(i, a)), 0.2, 0.6,
                  xtol=1e-13)
    large_roots[i] = root
    assert abs(i * (1 / 3 - root) / (2 / 27) - 1) < 1 / i

print("Solutions of the unit-mean condition (all dimensionless)")
for i in (1, 2, 3):
    a = shapes[i]
    c = prefactor(i, a)
    second = (i * a) ** (-2 * a) * gamma((i + 3) * a) / gamma((i + 1) * a)
    sigma = np.sqrt(second - 1)
    small = gammainc((i + 1) * a, i * a * 0.5 ** (1 / a))
    norm = quad(density, 0, 6, args=(i, a), epsabs=1e-11, limit=200)[0]
    var = quad(lambda u: (u - 1) ** 2 * density(u, i, a), 0, 6,
               epsabs=1e-11, limit=200)[0]
    part = quad(density, 0, 0.5, args=(i, a))[0]
    assert abs(norm - 1) < 1e-8
    assert abs(var - sigma**2) < 1e-8
    assert abs(part - small) < 1e-8
    print(f"i = {i}: shape parameter a = {a:.6f}")
    print(f"  upper bound on a = {bounds[i]:.4f}")
    print(f"  large-i estimate 1/3 - 2/(27 i) = {1/3 - 2/(27*i):.4f}")
    print(f"  prefactor C = {c:.5f}")
    print(f"  peak height f(1) = {density(1.0, i, a):.5f}")
    print(f"  standard deviation of u = {sigma:.5f}")
    print(f"  fraction of islands with u < 1/2 = {small:.5f}")

for i, root in large_roots.items():
    print(f"i = {i}: a from direct quadrature = {root:.6f}")
    print(f"  large-i estimate = {1/3 - 2/(27*i):.6f}")

i, a = 1, shapes[1]
print("Both sides of the condition for i = 1 (dimensionless)")
print(f"  Gamma(3a) = {gamma(3*a):.6f}")
print(f"  Gamma(2a) = {gamma(2*a):.6f}")
print(f"  ratio Gamma(3a)/Gamma(2a) = {gamma(3*a)/gamma(2*a):.6f}")
print(f"  a^a = {a**a:.6f}")
print("Mean of u for other a at i = 1, by quadrature (mode stays at 1)")
for trial in (0.10, 0.27, 0.50, 1.00):
    print(f"  a = {trial:.2f}: mean = {quadrature_mean(1, trial):.5f}")

# Discrete island populations for round model parameters.
theta, mean_size = 0.10, 100
sizes = np.arange(2, 1001)
populations = theta / mean_size**2 * density(sizes / mean_size, i, a)
island_density = populations.sum()
coverage = (sizes * populations).sum()
assert abs(island_density / (theta / mean_size) - 1) < 1e-3
assert abs(coverage / theta - 1) < 1e-3
at_mean = theta / mean_size**2 * density(1.0, i, a)
print("Example: i = 1, island sizes s = 2 to 1000 atoms")
print(f"  input coverage theta = {theta:.2f} monolayer")
print(f"  input mean size S = {mean_size} atoms")
print(f"  theta/S = {theta/mean_size:.6e} islands per site")
print(f"  discrete sum of N_s = {island_density:.6e} islands per site")
print(f"  discrete sum of s N_s = {coverage:.6f} monolayer")
print(f"  discrete mean size = {coverage/island_density:.4f} atoms")
print(f"  N_s at s = S: {at_mean:.5e} islands per site")
print("PASS")
```

Running it gives:

```
Solutions of the unit-mean condition (all dimensionless)
i = 1: shape parameter a = 0.271500
  upper bound on a = 0.5850
  large-i estimate 1/3 - 2/(27 i) = 0.2593
  prefactor C = 1.10910
  peak height f(1) = 0.84539
  standard deviation of u = 0.43305
  fraction of islands with u < 1/2 = 0.13761
i = 2: shape parameter a = 0.297584
  upper bound on a = 0.7095
  large-i estimate 1/3 - 2/(27 i) = 0.2963
  prefactor C = 1.96777
  peak height f(1) = 1.08516
  standard deviation of u = 0.35037
  fraction of islands with u < 1/2 = 0.07979
i = 3: shape parameter a = 0.308579
  upper bound on a = 0.7757
  large-i estimate 1/3 - 2/(27 i) = 0.3086
  prefactor C = 3.23842
  peak height f(1) = 1.28319
  standard deviation of u = 0.30100
  fraction of islands with u < 1/2 = 0.04795
i = 50: a from direct quadrature = 0.331844
  large-i estimate = 0.331852
i = 200: a from direct quadrature = 0.332962
  large-i estimate = 0.332963
Both sides of the condition for i = 1 (dimensionless)
  Gamma(3a) = 1.148328
  Gamma(2a) = 1.636053
  ratio Gamma(3a)/Gamma(2a) = 0.701889
  a^a = 0.701889
Mean of u for other a at i = 1, by quadrature (mode stays at 1)
  a = 0.10: mean = 0.82036
  a = 0.27: mean = 0.99844
  a = 0.50: mean = 1.25331
  a = 1.00: mean = 2.00000
Example: i = 1, island sizes s = 2 to 1000 atoms
  input coverage theta = 0.10 monolayer
  input mean size S = 100 atoms
  theta/S = 1.000000e-03 islands per site
  discrete sum of N_s = 9.998798e-04 islands per site
  discrete sum of s N_s = 0.100000 monolayer
  discrete mean size = 100.0119 atoms
  N_s at s = S: 8.45394e-06 islands per site
PASS
```
